# Depletion-Limited Charge of Adsorbed Ions on an n-Type Oxide Film: verification in Python

```python
"""Depletion-limited charge of adsorbed negative ions on an n-type oxide film.

Result under test: N_s = N W = sqrt(2 eps N V / q), where
  N_s  adsorbed singly charged ions per area,  N  donor density,
  W    depletion width,  eps  permittivity,  V  upward band bending in volts.
With Boltzmann electrons V is replaced by V - (kT/q)(1 - exp(-qV/kT)).
SI units are used inside the program; printed values carry their own units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

q, k_B, hbar = const.e, const.k, const.hbar
donors = 1e24            # m^-3
eps_r = 9.0
eps = eps_r * const.epsilon_0
bending = 0.5            # V
thickness = 40e-9        # m
temperature = 300.0      # K
mass_ratio = 0.34
subgap = 1e23            # states per m^3 and eV
surface_sites = 1e19     # m^-2
level_depth = 0.40       # eV below the Fermi level at flat bands


def thermal_voltage(T):
    return k_B * T / q


def debye_length(T):
    return np.sqrt(eps * thermal_voltage(T) / (q * donors))


def depletion_charge(V):
    return np.sqrt(2 * eps * donors * V / q)


def thermal_charge(V, T, states=0.0):
    """Charge per area from the first integral of Poisson's equation."""
    vt = thermal_voltage(T)
    area = donors * (V - vt * (1 - np.exp(-V / vt))) + states * V**2 / 2
    return np.sqrt(2 * eps * area / q)


def solve_film(V, T, t, states=0.0):
    """Nonlinear Poisson equation in a film with zero field at its back.

    Returns charge from the surface field, charge from the volume integral,
    and the number of free electrons left per area.
    """
    vt, L = thermal_voltage(T), debye_length(T)
    v, length = V / vt, t / L
    trap = states * vt / donors

    def density(u):
        return 1 - np.exp(-np.clip(u, -50, None)) + trap * u

    def slope(x, y):
        return np.vstack((y[1], density(y[0])))

    def ends(left, right):
        return np.array([left[0] - v, right[1]])

    x = np.linspace(0, length, 801)
    start = min(np.sqrt(2 * v), length)
    inside = x < start
    guess = np.vstack((np.where(inside, v - start * x + x**2 / 2,
                                v - start**2 / 2),
                       np.where(inside, x - start, 0.0)))
    sol = solve_bvp(slope, ends, x, guess, tol=1e-7, max_nodes=40000)
    assert sol.success, sol.message
    fine = np.linspace(0, length, 20001)
    u = sol.sol(fine)[0]
    from_field = -sol.sol(0.0)[1] * donors * L
    from_volume = trapezoid(density(u), fine) * donors * L
    electrons = trapezoid(np.exp(-u), fine) * donors * L
    return from_field, from_volume, electrons


def sheet_sum_bending(width, count=20000):
    """Add the voltage of each donor sheet paired with surface electrons."""
    dx = width / count
    depth = (np.arange(count) + 0.5) * dx
    return np.sum(q * donors * dx * depth / eps)


# Depletion approximation against the sum over charged sheets
N_dep = depletion_charge(bending)
W = N_dep / donors
W_sum = brentq(lambda w: sheet_sum_bending(w) - bending, 1e-9, 1e-7,
               xtol=1e-16)
assert abs(W_sum * donors / N_dep - 1) < 1e-6
assert abs(N_dep / 1e16 - 2.2) < 0.05
field = q * N_dep / eps

# Thermal edge against the nonlinear Poisson equation
vt = thermal_voltage(temperature)
N_th = thermal_charge(bending, temperature)
N_num, N_vol, electrons_dark = solve_film(bending, temperature, thickness)
assert abs(N_num / N_th - 1) < 1e-3
assert abs(N_vol / N_num - 1) < 1e-4
N_cold = solve_film(bending, temperature / 2, thickness)[0]
shortfall_ratio = (N_dep - N_cold) / (N_dep - N_num)
assert abs(shortfall_ratio - 0.5) < 0.02
electrons_full = donors * thickness
assert abs((electrons_full - N_th) / electrons_dark - 1) < 2e-3

# A film thinner than the depletion width gives only its own donors
thin = 15e-9
N_thin = solve_film(bending, temperature, thin)[0]
assert abs(N_thin / (donors * thin) - 1) < 1e-3
assert N_thin < 0.8 * N_th

# Subgap states emptied by the bending
N_trap = thermal_charge(bending, temperature, subgap)
N_trap_num = solve_film(bending, temperature, thickness, subgap)[0]
assert abs(N_trap_num / N_trap - 1) < 1e-3


# Fermi-Dirac electrons, by quadrature over energy and over potential
def band_density_of_states(ratio):
    m = ratio * const.m_e
    return 2 * (m * k_B * temperature / (2 * np.pi * hbar**2))**1.5


def fermi_charge(ratio):
    Nc = band_density_of_states(ratio)
    s = np.linspace(0, 8, 1601)

    def electron_density(eta):
        eta = np.atleast_1d(eta)[:, None]
        f = s**2 * expit(eta - s**2)
        return Nc * 4 / np.sqrt(np.pi) * trapezoid(f, s, axis=1)

    eta0 = brentq(lambda e: electron_density(e)[0] / donors - 1, -20, 10)
    v = np.linspace(0, bending / vt, 2001)
    lost = vt * trapezoid(electron_density(eta0 - v), v)
    return np.sqrt(2 * eps * (donors * bending - lost) / q), eta0


N_fd, eta_bulk = fermi_charge(mass_ratio)
N_heavy, _ = fermi_charge(100 * mass_ratio)
assert abs(N_heavy / N_th - 1) < 1e-4
assert abs(N_fd / N_th - 1) < 0.01


# Adsorbate level: occupation and band bending found together
def occupied_sites(sites):
    def mismatch(V):
        charged = sites * expit((level_depth - V) / vt)
        return thermal_charge(V, temperature) - charged
    V = brentq(mismatch, 1e-4, 2.0)
    return V, thermal_charge(V, temperature)


supplies = [1e16, 1e18, 1e19]
supply_results = [occupied_sites(S) for S in supplies]
(V_few, N_few), (V_mid, N_mid), (V_many, N_many) = supply_results
assert N_few / supplies[0] > 0.99
assert 1.0 < N_many / N_mid < 1.10
assert 0 < V_many - V_mid < vt * np.log(10)

# Tunnelling through the parabolic surface barrier
mass = mass_ratio * const.m_e
E00 = hbar / 2 * np.sqrt(donors / (mass * eps))      # in volts, so eV


def wkb_exponent(fraction):
    """Exponent at an energy given as a fraction of the barrier height."""
    low = np.sqrt(fraction)
    integral = quad(lambda y: np.sqrt(max(y * y - fraction, 0.0)), low, 1)[0]
    return 2 * W * np.sqrt(2 * mass * q * bending) / hbar * integral


exponent_bottom = wkb_exponent(0.0)
assert abs(exponent_bottom / (bending / E00) - 1) < 1e-6
fractions = np.linspace(0, 1, 401)
gain = [np.exp(bending * (1 - f) / vt - wkb_exponent(f)) for f in fractions]
flow_ratio = 1 + trapezoid(gain, fractions) * bending / vt

N_hot = thermal_charge(bending, 400.0)
donor_spacing = donors**(-1 / 3)
ion_potential = q / (4 * np.pi * eps * donor_spacing)


def show(label, value, unit="", form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Donor density", donors / 1e6, "cm^-3", ".2e")
show("Dielectric constant", eps_r, "", ".1f")
show("Band bending", bending, "V", ".2f")
show("Film thickness", thickness * 1e9, "nm", ".1f")
show("Temperature", temperature, "K", ".0f")
show("Effective mass / electron mass", mass_ratio, "", ".2f")
show("Depletion width", W * 1e9, "nm", ".2f")
show("Depletion width from sheet sum", W_sum * 1e9, "nm", ".2f")
show("Adsorbed charge number, depletion", N_dep / 1e4, "cm^-2", ".3e")
show("Adsorbed charge, depletion", q * N_dep * 100, "uC/cm2", ".3f")
show("Surface field, depletion", field / 1e8, "MV/cm", ".3f")
show("Surface site density", surface_sites / 1e4, "cm^-2", ".1e")
show("Charged fraction of sites", 100 * N_dep / surface_sites, "%", ".3f")
show("Thermal voltage", vt * 1e3, "mV", ".2f")
show("Debye length", debye_length(temperature) * 1e9, "nm", ".2f")
show("Charge number, thermal formula", N_th / 1e4, "cm^-2", ".3e")
show("Charge number, Poisson solution", N_num / 1e4, "cm^-2", ".3e")
show("Thermal change from depletion", 100 * (N_th / N_dep - 1), "%", ".2f")
show("Shortfall at 150 K / at 300 K", shortfall_ratio)
show("Charge number at 400 K", N_hot / 1e4, "cm^-2", ".3e")
show("Sheet electrons, no ions", electrons_full / 1e4, "cm^-2", ".3e")
show("Sheet electrons, with ions", electrons_dark / 1e4, "cm^-2", ".3e")
show("Electron ratio after neutralisation", electrons_full / electrons_dark)
show("Thin film thickness", thin * 1e9, "nm", ".1f")
show("Thin film charge number", N_thin / 1e4, "cm^-2", ".3e")
show("Adsorbate level depth", level_depth, "eV", ".2f")
for S, (V_s, N_s) in zip(supplies, supply_results):
    show("Adsorbed species supplied", S / 1e4, "cm^-2", ".1e")
    show("  resulting bending", V_s, "V")
    show("  resulting charge number", N_s / 1e4, "cm^-2", ".3e")
show("Charge rise for last tenfold supply", 100 * (N_many / N_mid - 1),
     "%", ".2f")
show("Band density of states", band_density_of_states(mass_ratio) / 1e6,
     "cm^-3", ".2e")
show("Bulk Fermi level minus band edge", eta_bulk * vt * 1e3, "meV", ".1f")
show("Charge number, Fermi-Dirac", N_fd / 1e4, "cm^-2", ".3e")
show("Fermi-Dirac change from Boltzmann", 100 * (N_fd / N_th - 1),
     "%", ".3f")
show("Subgap density", subgap / 1e6, "cm^-3 eV^-1", ".1e")
show("Charge number with subgap states", N_trap / 1e4, "cm^-2", ".3e")
show("Subgap change from Boltzmann", 100 * (N_trap / N_th - 1), "%", ".2f")
show("Mean donor spacing", donor_spacing * 1e9, "nm", ".1f")
show("Donors in a cube of side W", donors * W**3, "", ".1f")
show("One-ion potential at that spacing", ion_potential * 1e3, "mV", ".1f")
show("Tunnelling energy E00", E00 * 1e3, "meV", ".2f")
show("WKB exponent at barrier foot", exponent_bottom, "", ".1f")
show("Total flow / flow over barrier", flow_ratio, "", ".2f")
print("ALL CHECKS PASSED")
```

It prints:

```
Donor density: 1.00e+18 cm^-3
Dielectric constant: 9.0
Band bending: 0.50 V
Film thickness: 40.0 nm
Temperature: 300 K
Effective mass / electron mass: 0.34
Depletion width: 22.30 nm
Depletion width from sheet sum: 22.30 nm
Adsorbed charge number, depletion: 2.230e+12 cm^-2
Adsorbed charge, depletion: 0.357 uC/cm2
Surface field, depletion: 0.448 MV/cm
Surface site density: 1.0e+15 cm^-2
Charged fraction of sites: 0.223 %
Thermal voltage: 25.85 mV
Debye length: 3.59 nm
Charge number, thermal formula: 2.172e+12 cm^-2
Charge number, Poisson solution: 2.172e+12 cm^-2
Thermal change from depletion: -2.62 %
Shortfall at 150 K / at 300 K: 0.497
Charge number at 400 K: 2.152e+12 cm^-2
Sheet electrons, no ions: 4.000e+12 cm^-2
Sheet electrons, with ions: 1.828e+12 cm^-2
Electron ratio after neutralisation: 2.188
Thin film thickness: 15.0 nm
Thin film charge number: 1.500e+12 cm^-2
Adsorbate level depth: 0.40 eV
Adsorbed species supplied: 1.0e+12 cm^-2
  resulting bending: 0.126 V
  resulting charge number: 1.000e+12 cm^-2
Adsorbed species supplied: 1.0e+14 cm^-2
  resulting bending: 0.498 V
  resulting charge number: 2.168e+12 cm^-2
Adsorbed species supplied: 1.0e+15 cm^-2
  resulting bending: 0.557 V
  resulting charge number: 2.299e+12 cm^-2
Charge rise for last tenfold supply: 6.01 %
Band density of states: 4.97e+18 cm^-3
Bulk Fermi level minus band edge: -39.6 meV
Charge number, Fermi-Dirac: 2.170e+12 cm^-2
Fermi-Dirac change from Boltzmann: -0.097 %
Subgap density: 1.0e+17 cm^-3 eV^-1
Charge number with subgap states: 2.200e+12 cm^-2
Subgap change from Boltzmann: 1.31 %
Mean donor spacing: 10.0 nm
Donors in a cube of side W: 11.1
One-ion potential at that spacing: 16.0 mV
Tunnelling energy E00: 10.61 meV
WKB exponent at barrier foot: 47.1
Total flow / flow over barrier: 15.44
ALL CHECKS PASSED
```
